\section*{Structure Factor for Electron Backscattering from Randomly Spaced Grain Boundaries}

\section*{The model}

A metal line carries current along $x$. Its grain boundaries are flat planes normal to $x$, at positions $x_1,x_2,\dots,x_N$ in a length $L$. Each boundary acts on the electrons as a thin barrier,
\begin{equation}
V(x)=g\sum_{n=1}^{N}\delta(x-x_n),
\end{equation}
where $g$ has the dimension of energy times length. Between boundaries the electrons are free, with mass $m$. Since $V$ does not depend on the coordinates in the plane, the wavevector parallel to the boundaries is conserved. An elastic collision can therefore only reverse the normal component, from $k>0$ to $-k$. We write $q=2k$ for the change in wavevector.

The spacings $\ell_n=x_{n+1}-x_n$ are independent Gaussian variables with mean $D$ and standard deviation $s$. Angle brackets denote an average over them. Scattering is treated to lowest order in $g$, the Born approximation.

\section*{(a) The rate for many boundaries}

\emph{Use the golden rule to express the backscattering rate $\Gamma$ through}
\begin{equation}
S_N(q)=\frac1N\Big\langle\Big|\sum_{n=1}^N e^{iqx_n}\Big|^2\Big\rangle .
\end{equation}

\textbf{Solution.} With plane waves $e^{ikx}/\sqrt L$, the matrix element from $k$ to $k'$ is
\begin{equation}
\langle k'|V|k\rangle=\frac gL\sum_n e^{i(k-k')x_n}.
\end{equation}
Its averaged square is $(g^2/L^2)\,N S_N(k-k')$. For large $L$, the sum over final states becomes $(L/2\pi)\int dk'$, so
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\,\frac{L}{2\pi}\int_{-\infty}^{0}dk'\,
\frac{g^2N}{L^2}S_N(k-k')\,
\delta\!\left(\frac{\hbar^2(k'^2-k^2)}{2m}\right).
\end{equation}
The argument of the delta function vanishes at $k'=-k$, where its slope has magnitude $\hbar^2k/m$. The delta function therefore equals $(m/\hbar^2k)\,\delta(k'+k)$ on this range, and
\begin{equation}
\Gamma=\frac{m g^2}{\hbar^3 k}\,\frac NL\,S_N(2k).
\end{equation}
The total length is a sum of independent spacings. Its relative fluctuation falls as $N^{-1/2}$, so $N/L\to1/D$. Writing $S$ for the limit of $S_N$ as $N\to\infty$ at fixed $q\neq0$,
\begin{equation}
\Gamma=\frac{m g^2}{\hbar^3 kD}\,S(2k).
\label{rate}
\end{equation}

\section*{(b) What the prefactor means}

\emph{Find the reflection probability of one boundary and use it to interpret the prefactor.}

\textbf{Solution.} Put the boundary at $x=0$, with $\psi=e^{ikx}+re^{-ikx}$ on the left and $\psi=te^{ikx}$ on the right. Continuity gives $t=1+r$. Integrating the Schr\"odinger equation across the barrier gives a jump in slope,
\begin{equation}
ikt-ik(1-r)=\frac{2mg}{\hbar^2}t .
\end{equation}
Inserting $t=1+r$ makes the left side $2ikr$. With $\beta=mg/(\hbar^2k)$ this reads $r=-i\beta(1+r)$, hence
\begin{equation}
r=\frac{-i\beta}{1+i\beta},\qquad
R=|r|^2=\frac{R_B}{1+R_B},\qquad
R_B=\beta^2=\left(\frac{mg}{\hbar^2k}\right)^2 .
\label{single}
\end{equation}
The Born reflection is $R_B$, valid for $R_B\ll1$. An electron of normal velocity $v_x=\hbar k/m$ meets $v_x/D$ boundaries per unit time, and
\begin{equation}
\frac{v_x}{D}R_B=\frac{\hbar k}{mD}\,\frac{m^2g^2}{\hbar^4k^2}
=\frac{mg^2}{\hbar^3kD}.
\end{equation}
The prefactor is thus the rate for boundaries that scatter independently. All interference between different boundaries is contained in $S$.

\section*{(c) The phase gained over one spacing}

\emph{Evaluate $\phi(q)=\langle e^{iq\ell}\rangle$ and the average phase factor of two boundaries $m$ spacings apart.}

\textbf{Solution.} Set $y=\ell-D$. Then
\begin{equation}
\phi=\frac{e^{iqD}}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}dy\,
\exp\!\left(-\frac{y^2}{2s^2}+iqy\right).
\end{equation}
Completing the square gives
\begin{equation}
-\frac{y^2}{2s^2}+iqy=-\frac{(y-iqs^2)^2}{2s^2}-\frac{q^2s^2}{2}.
\end{equation}
The integrand is analytic and decays at both ends, so the path may be shifted by $iqs^2$. The remaining Gaussian integral is $s\sqrt{2\pi}$, and
\begin{equation}
\phi=e^{-u}e^{iqD},\qquad u=\frac{q^2s^2}{2}=2k^2s^2 .
\label{phi}
\end{equation}
A separation of $m$ spacings is a sum of $m$ independent variables. The average of the product of their phase factors is the product of the averages, $\phi^m$. Here the letter $m$ is a counting index, not the mass.

\section*{(d) The structure factor}

\emph{Sum over all pairs of boundaries and take $N\to\infty$.}

\textbf{Solution.} The squared sum contains $N$ terms with both indices equal, each equal to one. There are $N-m$ pairs at separation $m$, and each appears with its complex conjugate. Hence
\begin{equation}
S_N=1+\frac2N\,\mathrm{Re}\,T,\qquad
T=\sum_{m=1}^{N-1}(N-m)\phi^m .
\end{equation}
To evaluate $T$, write it as a double sum in which $\phi^m$ occurs once for each $j=m,\dots,N-1$:
\begin{align}
T&=\sum_{j=1}^{N-1}\sum_{m=1}^{j}\phi^m
=\frac{\phi}{1-\phi}\sum_{j=1}^{N-1}(1-\phi^j)\nonumber\\
&=\frac{\phi}{1-\phi}\left[N-1-\frac{\phi-\phi^N}{1-\phi}\right]
=\frac{\phi}{1-\phi}\left[N-\frac{1-\phi^N}{1-\phi}\right].
\end{align}
Since $1+2\phi/(1-\phi)=(1+\phi)/(1-\phi)$,
\begin{equation}
S_N=\mathrm{Re}\,\frac{1+\phi}{1-\phi}
-\frac2N\,\mathrm{Re}\,\frac{\phi(1-\phi^N)}{(1-\phi)^2}.
\label{finite}
\end{equation}
For $s>0$ and $q\ne0$ we have $|\phi|<1$, so the second term vanishes as $1/N$. In the first term, multiply numerator and denominator by $1-\phi^*$. The numerator becomes $1-|\phi|^2+\phi-\phi^*$, whose last two terms are purely imaginary together. Therefore
\begin{equation}
S=\frac{1-|\phi|^2}{|1-\phi|^2}
=\frac{1-e^{-2u}}{1+e^{-2u}-2e^{-u}\cos qD}.
\label{general}
\end{equation}
Multiplying numerator and denominator by $e^u/2$ gives
\begin{equation}
\boxed{S(2k)=\frac{\sinh(2k^2s^2)}{\cosh(2k^2s^2)-\cos(2kD)}}
\label{S}
\end{equation}

Randomly drawn positions, with $N=200$ and $s=0.1D$, support this. At $qD=2\pi$ the sampled value is $10.11\pm0.15$, against $S_N=9.91$ and $S=10.165$. At $qD=1$ it is $0.0196\pm0.0003$. This agrees with $S_N=0.0198$ but not with $S=0.0109$: where $S$ is small, the $1/N$ term matters even for 200 boundaries.

The prefactor and the interference were also tested together. For 30 weak boundaries with $\beta=10^{-4}$, $s=0.1D$ and $qD=2\pi$, the averaged exact reflection gives a rate $1.009\pm0.013$ times the Born rate with $S_{30}$.

\section*{(e) Large and small spacing fluctuations}

\emph{Show that $S\to1$ when $s$ greatly exceeds the electron wavelength, and state the condition precisely. What happens when $s\to0$?}

\textbf{Solution.} At fixed $u$, the cosine in (\ref{S}) lies between $-1$ and $1$. Using $\sinh u=2\sinh(u/2)\cosh(u/2)$ and $\cosh u\pm1=2\cosh^2(u/2)$ or $2\sinh^2(u/2)$,
\begin{equation}
\tanh\frac u2\le S\le\coth\frac u2 .
\end{equation}
The upper bound exceeds one by $2/(e^u-1)$, and the lower bound falls short of one by $2/(e^u+1)$. Hence, for every $D$,
\begin{equation}
|S-1|\le\frac{2}{e^u-1}.
\label{bound}
\end{equation}
Let $\lambda=2\pi/k_F$ be the Fermi wavelength and $\mu=k/k_F$ the cosine of the angle of incidence. Then
\begin{equation}
u=2k^2s^2=8\pi^2\mu^2\left(\frac s\lambda\right)^2 .
\end{equation}
At any fixed $\mu\neq0$, $u\to\infty$ and $S\to1$ as $s/\lambda\to\infty$. The phase $2k\ell$ is then spread over many turns, the cross terms average to zero, and the boundaries contribute their rates separately.

The precise condition is $2ks\gg1$, which involves the normal component of the wavevector. The bound (\ref{bound}) equals $0.01$ at $u=\ln201=5.303$, or $s=0.259\,\lambda/\mu$. For continuously distributed spacings, at normal incidence a fluctuation of about a quarter wavelength is already enough, so $s\gg\lambda$ is more than is needed there. For grazing electrons, $\mu\to0$, it is not enough.

In the opposite limit, $u\to0$ at fixed $q$. Away from $qD=2\pi j$ with integer $j$, $S\approx u/(1-\cos qD)\to0$: backscattering is suppressed, as in a periodic lattice. At $qD=2\pi j$ with $j\ge1$, $S=\coth(u/2)\approx2/u$, a Bragg peak. Both forms take $N\to\infty$ first and need $Nu\gg1$; for finite $N$ the peak cannot exceed $N$, and is about 176 rather than 1013 for $j=1$, $N=200$, $s=0.01D$. Its unlimited growth signals that lowest-order scattering has ceased to be valid there.

\section*{(f) Do grazing electrons spoil the result?}

\emph{Find $S$ as $k\to0$, and determine how much these electrons matter for the loss of current.}

\textbf{Solution.} For small $q$, $\sinh u\approx q^2s^2/2$ and $\cosh u-\cos qD\approx q^2D^2/2$, because $u^2$ is of order $q^4$. Thus
\begin{equation}
S(0^+)=\frac{s^2}{D^2},
\end{equation}
which in general differs from one. The limit $N\to\infty$ is taken first; at fixed $N$, $S_N\to N$ as $q\to0$.

Now consider a slightly displaced Fermi sphere, whose excess occupation is proportional to $\mu$. Each reversal changes the velocity by an amount proportional to $\mu$, and by (\ref{rate}) its rate is proportional to $S/\mu$. The current loss is therefore weighted by $\mu\cdot\mu\cdot S/\mu=\mu S$. Relative to independent boundaries it is
\begin{equation}
\bar S=\frac{\int_0^1\mu S\,d\mu}{\int_0^1\mu\,d\mu}
=2\int_0^1\mu S\,d\mu .
\end{equation}
With $\mu=q/2k_F$ and then $y=qs$,
\begin{equation}
\bar S-1=\frac1{2k_F^2s^2}\int_0^{2k_Fs}y\,(S-1)\,dy .
\end{equation}
For fixed $D/s$, $S$ depends on $y$ alone and $S-1$ decays as $e^{-y^2/2}$, so the integral tends to a constant. The total effect of interference on the initial current loss from a rigidly displaced sphere thus vanishes as $(k_Fs)^{-2}$, although individual grazing electrons remain exceptional.

\section*{(g) Nanotwinned copper}

\emph{Evaluate the result for a copper line with closely spaced twin boundaries, and examine the assumptions.}

\textbf{Solution.} We take rough typical values: lattice constant $a=0.361$ nm, one free electron per atom, $D=30$ nm, $s=10$ nm, reflection $R=0.02$ at normal incidence, phonon mean free path $\Lambda=40$ nm, and 300 K. There are four atoms per cubic cell, so
\begin{equation}
n=\frac4{a^3}=85.0\ \mathrm{nm^{-3}},\quad
k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}},\quad
\lambda=0.462\ \mathrm{nm}.
\end{equation}
From (\ref{single}), $R_B=0.02/0.98=0.0204$. With $v_F=1.575\times10^6$ m/s, the normal-incidence rate for $S=1$ is
\begin{equation}
\Gamma=\frac{(1.575\times10^6\ \mathrm{m/s})(0.0204)}{30\times10^{-9}\ \mathrm m}
=1.07\times10^{12}\ \mathrm{s^{-1}},
\end{equation}
or one backscattering event in about 0.93 ps. Here $u=2(k_Fs)^2=3.7\times10^4$, so the model's $S$ at normal incidence is one for every practical purpose. For continuously distributed spacings, even $s=0.10$ nm would confine it between 0.952 and 1.051, whereas $s=0.02$ nm would allow anything from 0.074 to 13.5. These small-$s$ figures do not carry over to twins, whose spacings are whole numbers of atomic planes (see below): there $s=0.10$ nm leaves $|\phi|=0.96$, $S$ takes values from 0.02 to 9 as $D$ runs from 28 to 32 nm, and the one-per-cent bound needs $s=1.1$ nm.

At grazing incidence $S$ falls to $(10/30)^2=0.11$ in the limit $N\to\infty$. The one-per-cent bound fails only below $\mu=0.012$, which is 1.2\% of the Fermi surface and, for $S=1$, a fraction $\mu^2=1.4\times10^{-4}$ of the current loss. The weighted result is $\bar S-1=-1.4\times10^{-5}$.

\textbf{Oblique incidence.} The Born reflection grows as $R_B/\mu^2$ and reaches one at $\mu=0.143$. The grazing window $\mu<0.012$ lies well inside the range where the Born approximation fails, so its share of the current loss and the value of $\bar S-1$ given above are Born estimates only. Nor is $\bar S-1$ the change in resistivity. In a steady state the current relaxes at the rate $1/\tau+2\Gamma$ with $\tau=\Lambda/v_F$, and $2\Gamma\tau=0.054\,S/\mu$ is not small in the window, so the distribution there is no longer a displaced sphere. The conductivity $3\int_0^1\mu^3\,d\mu/(\mu+0.054S)$, in units of the bulk value, gives a relative change of the boundary resistivity of only $-1.9\times10^{-7}$, which falls off towards a $(k_Fs)^{-4}$ law. Replacing the Born reflection by the exact single-boundary reflection $R_B/(\mu^2+R_B)$, with independent boundaries, multiplies the initial rate of current loss by
\begin{equation}
2\int_0^1\frac{\mu^3\,d\mu}{\mu^2+R_B}
=1-R_B\ln\!\left(1+\frac1{R_B}\right)=0.920 .
\end{equation}
The integral follows from $\mu^3/(\mu^2+R_B)=\mu-R_B\mu/(\mu^2+R_B)$. For a strongly reflecting boundary with $R=0.25$ the factor is 0.538. These factors describe the first encounter with a boundary, not the steady resistance. If intensities are added, two boundaries transmit $T_{12}=T_1T_2/(1-R_1R_2)$, so $(1-T_{12})/T_{12}=R_1/T_1+R_2/T_2$. The quantity that adds in series is $R/(1-R)$, which by (\ref{single}) is the Born reflection $R_B/\mu^2$ itself. If intensities add and the boundaries are spaced more closely than the mean free path, the Born prefactor therefore remains the right one for the resistivity even when $R$ is not small. Random spacings alone do not guarantee this, because boundaries closer than the mean free path are phase-coherent: for six coherent boundaries at normal incidence, $(1-\langle T\rangle)/\langle T\rangle$ is 2.4 instead of 2.0 when $R=0.25$, while for $R=0.02$ the two values agree within 1\%.

\textbf{Phonons and temperature.} Waves reflected at neighbouring boundaries differ in path by $2D$ at normal incidence. Phonon scattering reduces the amplitude over this path by $e^{-2D/2\Lambda}=e^{-D/\Lambda}=0.47$, which further weakens interference. At $\mu=0.012$ the exponent for the mean spacing is 63, so the grazing exception should itself be largely lost; spacings much shorter than the mean are damped less. At normal incidence an energy change $k_BT$ shifts the phase by $2Dk_BT/(\hbar v_F)=1.5$ rad. The thermal window $-\partial f/\partial E$ has an rms width of $1.81\,k_BT$, so the rms phase spread is 2.7 rad; at a fixed angle it scales as $\mu$.

\textbf{The spacing distribution.} A Gaussian assigns probability 0.00135 to negative spacings. If these are removed, the density $p(\ell)$ has an edge at zero, and one integration by parts gives $|\phi|\approx p(0)/q$ at large $q$. The first form in (\ref{general}) holds for independent spacings drawn from any one law with $|\phi|<1$, so $|S-1|\le2|\phi|/(1-|\phi|)$. If twin and matrix lamellae alternate with different laws, that form no longer applies, and the bound must use the larger of their two $|\phi|$. At normal incidence this bound is $3.3\times10^{-5}$: far larger than the Gaussian value, but still negligible. If the spacings are also whole numbers of atomic planes, as discussed next, the bound rises to about $3\times10^{-4}$. The edge also gives $S-1\approx-2[p'(0)+p(0)^2]/q^2$ at large $q$, where the second term is negligible for these values of $D$ and $s$. This adds a logarithm to the $(k_Fs)^{-2}$ law of part (f) and changes $\bar S-1$ to about $-1.7\times10^{-5}$.

\textbf{Comparison with real copper.} Coherent twin boundaries lie on (111) planes, so their spacings are whole multiples of $d=a/\sqrt3=0.208$ nm. Then $\phi(q)$ repeats with period $G=2\pi/d=30.15$ nm$^{-1}$, and $S$ can differ from one near $q=G$, however large $s$ is. The one-per-cent window is $G\pm0.33$ nm$^{-1}$. The free-electron sphere reaches only $2k_F=27.21$ nm$^{-1}$ and misses it. The Fermi surface of real copper, however, has necks along the $\langle111\rangle$ directions, including the twin normal, where $2k$ approaches $G$. Inside a neck there are no states at the Fermi energy, so the normal-incidence figures above belong to the free-electron sphere and not to real copper. Because $\phi(G-\delta)=\phi(\delta)^*$, the structure factor near $G$ repeats its form near $q=0$, $S(G-\delta)=S(\delta)$. For $D=30$ nm and $s=10$ nm it is 0.25 at $q=G-1/s$ and, for $N\to\infty$ and $q\ne G$, lies between 0.11 and 1.3 near $G$. At $q=G$ itself $\phi=1$ and $S_N=N$, a Bragg peak that for $N=30$ still gives $S_N=1.4$ at $\delta=0.01$ nm$^{-1}$. The bounds 0.245 and 4.08 at $q=G-1/s$ are the extremes over all $D$. Free-electron states and velocities are themselves inaccurate there, so these figures show the size of the exception and do not predict a resistance. Rough, tilted or laterally finite boundaries also break the conservation of parallel wavevector, an effect not estimated here. A twin boundary is not a delta barrier either: its reflection need not follow $R_B/\mu^2$, and $R=0.02$ fixes only the order of magnitude. The value $S=1$ therefore applies to electrons away from grazing incidence and away from the necks. The numerical output gives the remaining intermediate values.

\section*{Table of computed values}
\begin{verbatim}
Random boundaries: D=1, s=0.1, N=200, 4000 samples
  qD      qs     sampled   std.err  S_N      S
   1.000  0.100    0.0196   0.0003   0.0198   0.0109
   3.142  0.314    0.0276   0.0005   0.0272   0.0247
   6.283  0.628   10.1121   0.1476   9.9092  10.1650
   9.000  0.900    0.2100   0.0032   0.2112   0.2087
  12.566  1.257    2.6757   0.0405   2.6480   2.6633
  30.000  3.000    0.9928   0.0158   1.0032   1.0032
Weak arrays: N=30, s=0.1, qD=2 pi, g/k=1e-4
  exact rate / Born rate = 1.009 +- 0.013
Nanotwinned copper, rough inputs
  lattice constant = 0.361 nm
  mean spacing D = 30.0 nm; s = 10.0 nm
  normal reflection R = 0.020
  phonon mean free path = 40.0 nm
  temperature = 300 K
Derived values
  electron density = 85.02 nm^-3
  k_F = 13.604 nm^-1; wavelength = 0.4619 nm
  v_F = 1.575e+06 m/s
  R_B = 0.02041; g = 0.1481 eV nm
  Born rate at normal incidence, S=1: 1.071e+12 s^-1
  corresponding time = 0.933 ps
  S at normal incidence = 1.000000
  2 k_F s = 272.1; u = 3.7011e+04
Range of S at normal incidence for smaller s
  s (nm)  s/wavelength   u       min S    max S
  0.02    0.043         0.1480  0.07389  13.53399
  0.05    0.108         0.9253  0.43224  2.31355
  0.10    0.217         3.7011  0.95180  1.05064
  0.15    0.325         8.3276  0.99952  1.00048
  0.20    0.433        14.8046  1.00000  1.00000
  u for 1 percent bound = 5.303
  required s = 0.1197 nm = 0.259 wavelength
Grazing electrons
  S at k_x -> 0 = 0.1111
  1 percent bound fails below mu = 0.01197
  Fermi-surface share = 1.197 percent
  share of Born current loss at S=1: 1.43e-04
  current-weighted mean S minus 1 = -1.414e-05
Neglected effects
  R=0.02: exact/Born current loss = 0.920; R_B=1 at mu=0.143
  R=0.25: exact/Born current loss = 0.538; R_B=1 at mu=0.577
  coherence factor exp(-D/path) = 0.472
  D/(mu path) at the 1 percent mu = 62.7
  thermal phase spread 2D kT/(hbar v_F) = 1.496 rad
  probability of negative spacing = 0.00135
  cut distribution: |S-1| at most 3.26e-05
  plane spacing = 0.2084 nm; G = 30.146 nm^-1
  2 k_F = 27.207 nm^-1; G-2k_F = 2.939 nm^-1
  1 percent window around G = +-0.326 nm^-1
  at G-1/s: |phi|=0.6065, S range 0.245 to 4.083
\end{verbatim}
